**Knudsen effusion: inferred vapour pressure and its corrections**

The program evaluates \(P=(w/A)\sqrt{2\pi RT/M}\), where \(w\) is the mass loss rate, \(A\) the orifice area, \(T\) the temperature, \(M\) the molar mass and \(R\) the gas constant. For 1 mg/h, 1 mm², 400 K and 300 g/mol it prints 0.0733 Pa, or 0.550 mTorr. It asserts that this agrees with quadrature over the Maxwell distribution and, within 1%, with a count of random wall hits. Molecule tracing gives a plate transmission of 0.9186, against 0.9189 from the short-hole formula. For incomplete saturation the traced escape chance is 0.0926 against 0.0909, within the asserted 4% allowance for sampling noise and the resistance of the cell body. The program also asserts the Clausius–Clapeyron extrapolation against a numerical integration, and the linearized self-cooling against the full radiative balance. With the chosen plate thickness and evaporation coefficient, the corrected vapour pressure is 0.0871 Pa.

## Check in Python

```python
"""
Result under test: the vapour pressure inferred from Knudsen effusion,
    P = (w/A) * sqrt(2 pi R T / M),
w = mass loss rate, A = area of an ideal orifice, T = temperature,
M = molar mass, R = gas constant. Also tested are the corrections for a
thick orifice edge, incomplete saturation, temperature and self-cooling.
All internal quantities are in SI units.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

rng = np.random.default_rng(12345)
R, k_B = const.R, const.k

# Given data
temperature = 400.0
molar_mass = 0.300
loss_rate = 1e-6 / 3600.0
orifice_area = 1e-6
# Rough, round values for a low-volatility solid precursor and its cell
collision_diameter = 0.8e-9
enthalpy = 100e3
edge_thickness = 0.1e-3
sample_area = 100e-6
cell_height = 10e-3
evaporation_coefficient = 0.1
delivery_pressure = 10.0


def effusion_pressure(rate, area, temp, mass):
    return rate / area * np.sqrt(2 * np.pi * R * temp / mass)


def escape_probability(n, radius, height, hole_radius, sticking):
    """Trace molecules emitted from the floor of a cylinder.

    All surfaces scatter by the cosine law. The lid has a central hole;
    the floor captures an arriving molecule with probability 'sticking'.
    """
    pos = np.zeros((n, 3))
    pos[:, 0] = radius * np.sqrt(rng.random(n))
    normal = np.zeros((n, 3))
    normal[:, 2] = 1.0
    escaped = 0
    while len(pos):
        # A normal plus a random unit vector points by the cosine law
        unit = rng.normal(size=pos.shape)
        unit /= np.linalg.norm(unit, axis=1)[:, None]
        ray = normal + unit
        ray /= np.linalg.norm(ray, axis=1)[:, None]
        a = ray[:, 0]**2 + ray[:, 1]**2
        b = pos[:, 0] * ray[:, 0] + pos[:, 1] * ray[:, 1]
        c = pos[:, 0]**2 + pos[:, 1]**2 - radius**2
        t_side = (-b + np.sqrt(np.maximum(b * b - a * c, 0.0))) / a
        rising = ray[:, 2] > 0
        t_end = (np.where(rising, height, 0.0) - pos[:, 2]) / ray[:, 2]
        at_end = t_end < t_side
        pos = pos + np.where(at_end, t_end, t_side)[:, None] * ray
        lid, floor = at_end & rising, at_end & ~rising
        pos[lid, 2] = height
        pos[floor, 2] = 0.0
        rho2 = pos[:, 0]**2 + pos[:, 1]**2
        out = lid & (rho2 <= hole_radius**2 * (1 + 1e-9))
        captured = floor & (rng.random(len(pos)) < sticking)
        escaped += int(out.sum())
        normal = np.zeros_like(pos)
        side = ~at_end
        normal[side, :2] = -pos[side, :2] / radius
        normal[lid, 2] = -1.0
        normal[floor, 2] = 1.0
        keep = ~(out | captured)
        pos, normal = pos[keep], normal[keep]
    return escaped / n


# Main result
mass_flux = loss_rate / orifice_area
thermal_factor = np.sqrt(2 * np.pi * R * temperature / molar_mass)
pressure = effusion_pressure(loss_rate, orifice_area, temperature, molar_mass)

# Quadrature over the normal velocity u, in units of sqrt(RT/M)
speed_unit = np.sqrt(R * temperature / molar_mass)


def gauss(u):
    return np.exp(-u * u / 2) / np.sqrt(2 * np.pi)


flux_integral = speed_unit * quad(lambda u: u * gauss(u), 0, 12)[0]
push_integral = 2 * speed_unit**2 * quad(lambda u: u*u*gauss(u), 0, 12)[0]
pressure_quad = mass_flux * push_integral / flux_integral
assert abs(pressure_quad / pressure - 1) < 1e-7
assert abs(pressure - 0.073) < 0.0005

# Count molecules that reach a wall during a short time (slab length 1 m)
n_gas = 3_000_000
v_normal = speed_unit * rng.normal(size=n_gas)
distance = rng.random(n_gas)
duration = 1.0 / (6 * speed_unit)
hits = v_normal * duration > distance
pressure_count = mass_flux * 2 * v_normal[hits].sum() / hits.sum()
assert abs(pressure_count / pressure - 1) < 0.01  # sampling noise

# Number density and mean speed; flux must equal density * speed / 4
number_density = pressure / (k_B * temperature)
mean_speed = speed_unit * quad(
    lambda u: u * 4 * np.pi * u * u * np.exp(-u*u/2) / (2*np.pi)**1.5,
    0, 12)[0]
assert abs(mean_speed / np.sqrt(8*R*temperature/(np.pi*molar_mass))-1) < 1e-7
molecule_mass = molar_mass / const.N_A
quarter_flux = number_density * molecule_mass * mean_speed / 4
assert abs(quarter_flux / mass_flux - 1) < 1e-7

# Flow regime
v1, v2 = rng.normal(size=(2, 400_000, 3))
speed_ratio = (np.linalg.norm(v1 - v2, axis=1).mean()
               / np.linalg.norm(v1, axis=1).mean())
assert abs(speed_ratio / np.sqrt(2) - 1) < 0.005  # sampling noise
free_path = k_B * temperature / (
    np.sqrt(2) * np.pi * collision_diameter**2 * pressure)
orifice_radius = np.sqrt(orifice_area / np.pi)
knudsen_number = free_path / (2 * orifice_radius)
assert knudsen_number > 10

# Thick edge: direct passage plus half of the molecules that hit the wall
ell = edge_thickness / orifice_radius
direct = 1 + ell**2 / 2 - ell / 2 * np.sqrt(4 + ell**2)
transmission = (1 + direct) / 2
transmission_traced = escape_probability(
    1_000_000, orifice_radius, edge_thickness, orifice_radius, 1.0)
assert abs(transmission_traced - transmission) < 0.002  # sampling noise

# Incomplete saturation, tested for a thin orifice in the cell lid
area_ratio = orifice_area / (evaporation_coefficient * sample_area)
escape_formula = area_ratio / (1 + area_ratio)
escape_traced = escape_probability(
    150_000, np.sqrt(sample_area / np.pi), cell_height,
    orifice_radius, evaporation_coefficient)
# Allowance: sampling noise and the neglected resistance of the cell body
assert abs(escape_traced / escape_formula - 1) < 0.04
assert escape_traced < 0.95 * area_ratio  # full saturation is ruled out
pressure_edge = pressure / transmission
pressure_unsat = pressure * (1 + area_ratio)
pressure_both = pressure * (1 / transmission + area_ratio)

# Temperature sensitivity and source temperature for delivery
sensitivity = enthalpy / (R * temperature**2)
delivery_temperature = 1 / (
    1 / temperature - R / enthalpy * np.log(delivery_pressure / pressure))
path = solve_ivp(lambda t, p: enthalpy * p / (R * t * t),
                 (temperature, delivery_temperature), [pressure],
                 rtol=1e-9, atol=1e-12)
assert path.success
assert abs(path.y[0, -1] / delivery_pressure - 1) < 1e-5

# Self-cooling when radiation to one black face is the only heat supply
heat_load = enthalpy * loss_rate / molar_mass
sigma = const.Stefan_Boltzmann
cooling = heat_load / (4 * sigma * sample_area * temperature**3)
cooling_full = brentq(
    lambda d: sigma * sample_area
    * (temperature**4 - (temperature - d)**4) - heat_load, 0, 50)
assert abs(cooling / cooling_full - 1) < 2e-3  # linearization error

pressure_dimer = effusion_pressure(
    loss_rate, orifice_area, temperature, 2 * molar_mass)

print(f"Temperature: {temperature:.0f} K")
print(f"Molar mass: {molar_mass*1e3:.0f} g/mol")
print(f"Mass loss rate: {loss_rate*3600*1e6:.1f} mg/h")
print(f"Mass loss rate in SI: {loss_rate:.4e} kg/s")
print(f"Orifice area: {orifice_area*1e6:.1f} mm2")
print(f"Mass flux: {mass_flux:.4e} kg/(m2 s)")
print(f"Factor sqrt(2 pi R T/M): {thermal_factor:.2f} m/s")
print(f"Inferred pressure: {pressure:.5f} Pa")
print(f"Inferred pressure: {pressure/const.torr*1e3:.3f} mTorr")
print(f"Pressure by quadrature: {pressure_quad:.5f} Pa")
print(f"Pressure by counting wall hits: {pressure_count:.4f} Pa")
print(f"Number density: {number_density:.3e} 1/m3")
print(f"Mass of one molecule: {molecule_mass:.4e} kg")
print(f"Mean speed: {mean_speed:.1f} m/s")
print(f"Flux from density*mass*speed/4: {quarter_flux:.4e} kg/(m2 s)")
print(f"Collision diameter (rough): {collision_diameter*1e9:.1f} nm")
print(f"Relative/mean speed, sampled: {speed_ratio:.4f} (no unit)")
print(f"Mean free path: {free_path*1e3:.1f} mm")
print(f"Orifice diameter: {2*orifice_radius*1e3:.3f} mm")
print(f"Knudsen number: {knudsen_number:.1f} (no unit)")
print(f"Diameter / free path: {100/knudsen_number:.1f} %")
print(f"Edge thickness: {edge_thickness*1e3:.1f} mm")
print(f"Edge thickness / radius: {ell:.4f} (no unit)")
print(f"Direct transmission F: {direct:.4f} (no unit)")
print(f"Edge transmission W, formula: {transmission:.4f} (no unit)")
print(f"Edge transmission W, traced: {transmission_traced:.4f} (no unit)")
print(f"Pressure with thick edge: {pressure_edge:.4f} Pa")
print(f"Sample area: {sample_area*1e6:.0f} mm2")
print(f"Cell height: {cell_height*1e3:.0f} mm")
print(f"Evaporation coefficient: {evaporation_coefficient:.1f} (no unit)")
print(f"Ratio A/(alpha S): {area_ratio:.3f} (no unit)")
print(f"Escape chance, formula: {escape_formula:.4f} (no unit)")
print(f"Escape chance, traced: {escape_traced:.4f} (no unit)")
print(f"Vapour pressure, thin edge, unsaturated: {pressure_unsat:.4f} Pa")
print(f"Vapour pressure, both corrections: {pressure_both:.4f} Pa")
print(f"Sublimation enthalpy (rough): {enthalpy/1e3:.0f} kJ/mol")
print(f"Pressure sensitivity: {100*sensitivity:.2f} % per K")
print(f"Heat of sublimation drawn: {heat_load*1e3:.4f} mW")
print(f"Self-cooling, radiation only: {cooling:.4f} K")
print(f"Pressure drop by self-cooling: {100*sensitivity*cooling:.2f} %")
print(f"Pressure if vapour is all dimer: {pressure_dimer:.4f} Pa")
print(f"Delivery pressure wanted: {delivery_pressure:.0f} Pa")
print(f"Source temperature for delivery: {delivery_temperature:.0f} K")
print("all tests passed")
```

Output:

```
Temperature: 400 K
Molar mass: 300 g/mol
Mass loss rate: 1.0 mg/h
Mass loss rate in SI: 2.7778e-10 kg/s
Orifice area: 1.0 mm2
Mass flux: 2.7778e-04 kg/(m2 s)
Factor sqrt(2 pi R T/M): 263.92 m/s
Inferred pressure: 0.07331 Pa
Inferred pressure: 0.550 mTorr
Pressure by quadrature: 0.07331 Pa
Pressure by counting wall hits: 0.0733 Pa
Number density: 1.327e+19 1/m3
Mass of one molecule: 4.9816e-25 kg
Mean speed: 168.0 m/s
Flux from density*mass*speed/4: 2.7778e-04 kg/(m2 s)
Collision diameter (rough): 0.8 nm
Relative/mean speed, sampled: 1.4145 (no unit)
Mean free path: 26.5 mm
Orifice diameter: 1.128 mm
Knudsen number: 23.5 (no unit)
Diameter / free path: 4.3 %
Edge thickness: 0.1 mm
Edge thickness / radius: 0.1772 (no unit)
Direct transmission F: 0.8378 (no unit)
Edge transmission W, formula: 0.9189 (no unit)
Edge transmission W, traced: 0.9186 (no unit)
Pressure with thick edge: 0.0798 Pa
Sample area: 100 mm2
Cell height: 10 mm
Evaporation coefficient: 0.1 (no unit)
Ratio A/(alpha S): 0.100 (no unit)
Escape chance, formula: 0.0909 (no unit)
Escape chance, traced: 0.0926 (no unit)
Vapour pressure, thin edge, unsaturated: 0.0806 Pa
Vapour pressure, both corrections: 0.0871 Pa
Sublimation enthalpy (rough): 100 kJ/mol
Pressure sensitivity: 7.52 % per K
Heat of sublimation drawn: 0.0926 mW
Self-cooling, radiation only: 0.0638 K
Pressure drop by self-cooling: 0.48 %
Pressure if vapour is all dimer: 0.0518 Pa
Delivery pressure wanted: 10 Pa
Source temperature for delivery: 478 K
all tests passed
```
